# The field shift of atomic levels for any spherical nuclear charge, part 2

A real nucleus spreads its charge over a small region, and the resulting change of an atomic level, relative to a point nucleus, is the field shift. Hartree atomic units are used: lengths in bohr, energies in hartree, electron mass 1 and charge $-1$. The electrons are non-relativistic. The nucleus is fixed at the origin, with charge $Z$, radius $R$ and spherical charge density $Z\,n(r)$, where $\int n\,d^3r=1$ and $\langle r^k\rangle=\int r^k\,n\,d^3r$. The fraction of its charge beyond $r$ is $q(r)$.

The electron's potential energy with the extended nucleus minus that with the point nucleus is $\Delta V(r)\ge0$. It behaves like $Z/r$ near the origin and satisfies

$$\nabla^2\Delta V=4\pi Z\,n(r),\qquad r>0. \tag{4}$$

With $\rho(\mathbf r)$ the total electron number density for the point nucleus, the first-order level shift is

$$\Delta E=\int\rho(\mathbf r)\,\Delta V(r)\,d^3r. \tag{2}$$

Part (d) used Green's theorem,

$$\int(f\nabla^2g-g\nabla^2f)\,d^3r=\oint(f\,\partial_\nu g-g\,\partial_\nu f)\,dS, \tag{7}$$

with $f=\Delta V$ and $g=r^2/6$ in the region $\varepsilon<r<L$. This $g$, whose Laplacian is 1, came from

$$\nabla^2r^p=\frac{(r^{p+1})''}{r}=p(p+1)\,r^{p-2}. \tag{5}$$

The surface terms vanish as $\varepsilon\to0$ and $L\to\infty$, leaving

$$\int\Delta V\,d^3r=\frac{4\pi Z}6\int r^2n\,d^3r=\frac{2\pi}3\,Z\,\langle r^2\rangle. \tag{9}$$

For $ZR\ll1$, taking the density constant over the nucleus gives the leading formula

$$\Delta E=\frac{2\pi}3\,Z\,\rho(0)\,\langle r^2\rangle. \tag{10}$$

The example is a one-electron ion with $Z=4$ and a root-mean-square nuclear radius of 2.5 fm, so $\langle r^2\rangle=2.2319\times10^{-9}$ bohr$^2$. Its 1s density at the nucleus is $Z^3/\pi$, and its 1s shift is $3.81\times10^{-7}$ hartree. A uniformly charged ball with this mean-square radius has $R=6.099\times10^{-5}$ bohr, and the average of $\Delta V$ over its volume is about $2.0\times10^4$ hartree.

**(g) How accurate is the leading formula? Find the correction due to the variation of the density over the nucleus, and explain why first-order theory works although $\Delta V$ is so large.**

*Solution.* Near the origin write an s function as $\psi=\psi(0)(1+cr+\dots)$. In the radial Schrödinger equation

$$-\frac12\left(\psi''+\frac2r\psi'\right)-\frac Zr\psi=E\psi,$$

the terms proportional to $1/r$ are $-c\,\psi(0)/r$ and $-Z\psi(0)/r$. They must cancel, so $c=-Z$ whatever the energy. Squaring gives

$$\rho(r)=\rho(0)\,(1-2Zr+\dots). \tag{11}$$

The integral of $r\,\Delta V$ is now needed. Green's theorem supplies it together with the higher powers. By (5), the function $g=r^{k+2}/[(k+2)(k+3)]$ has the Laplacian $r^k$. Repeating part (d) with this $g$ gives

$$\int r^k\,\Delta V\,d^3r=\frac{4\pi Z}{(k+2)(k+3)}\,\langle r^{k+2}\rangle. \tag{12}$$

The inner surface term is now of order $\varepsilon^{k+2}$. The outer one is bounded by a constant times $L^{k+2}q(L)$ and vanishes when $\langle r^{k+2}\rangle$ is finite. For $k=0$ the earlier result returns. For $k=1$ the integral is $(\pi/3)Z\langle r^3\rangle$.

With (11), the first-order energy is

$$\rho(0)\left[\frac{2\pi}3Z\langle r^2\rangle-2Z\,\frac\pi3Z\langle r^3\rangle\right]
=\frac{2\pi}3Z\rho(0)\langle r^2\rangle\left[1-Z\frac{\langle r^3\rangle}{\langle r^2\rangle}\right]. \tag{13}$$

For the uniform ball,

$$\langle r^3\rangle=\frac3{R^3}\int_0^Rr^5\,dr=\frac{R^3}2,$$

and the relative correction is $-(5/6)ZR$. In the example it is $-2.033\times10^{-4}$. Integrating $\Delta V$ with the true 1s density gives the same value to four digits.

There is a second correction of the same order, because the wavefunction responds to the perturbation. The first-order change $\psi_1$ of the wavefunction obeys

$$(H_0-E_0)\psi_1=-(\Delta V-\Delta E)\psi_0 ,$$

where $H_0$, $E_0$ and $\psi_0$ belong to the point nucleus. At distances of order $R$ the kinetic energy operator acts on $\psi_1$ with a strength of order $1/R^2$, while $\Delta V$ is of order $Z/R$. An estimate is therefore

$$\frac{|\psi_1|}{|\psi_0|}\sim R^2\,\frac ZR=ZR .$$

This explains the success of perturbation theory. The potential difference has to be compared with the energy $1/R^2$ needed to bend the wavefunction on the nuclear scale, not with the binding energy. Here $1/R^2$ is about $2.7\times10^8$ hartree, against a mean $\Delta V$ of $2.0\times10^4$ hartree.

The total error was obtained by solving the Schrödinger equation for the uniformly charged ball to high precision. Relative to the leading formula, the 1s shift deviates by $-3.10\times10^{-4}$. Of this, $-2.03\times10^{-4}$ is the density correction in (13). The remaining $-1.07\times10^{-4}$ comes from the response of the wavefunction, that is, from terms beyond first order. Its sign is the expected one, since the second-order energy of a ground state is negative.

When the nuclear radius is doubled, the total deviation becomes $-6.20\times10^{-4}$, twice as large. This agrees with a correction proportional to $ZR$. For the 2s level the deviation is again $-3.10\times10^{-4}$. The density correction (13) is the same for both levels because $c=-Z$ whatever the energy. The response is also the same to order $ZR$: at distances of order $R$ the energies $E_0$ and $\Delta E$ in the equation for $\psi_1$ are negligible beside $1/R^2$ and $Z/R$, and $\psi_0$ is nearly constant there, so the equation for $\psi_1/\psi_0(0)$ does not depend on the level.

**(h) How does the field shift appear in a transition energy, and in the difference between two isotopes?**

*Solution.* A transition energy is the difference of a final and an initial level. Both contain the same nucleus, so (10) gives

$$\Delta(E_f-E_i)=\frac{2\pi}3\,Z\,[\rho_f(0)-\rho_i(0)]\,\langle r^2\rangle. \tag{14}$$

A transition that increases the electron density at the nucleus has its energy raised, and one that decreases the density has its energy lowered.

Two isotopes have the same $Z$ and, in the fixed-nucleus description with a point nucleus, the same electron densities. Subtracting (14) for isotope $B$ from (14) for isotope $A$ gives

$$\Delta_{AB}=\frac{2\pi}3\,Z\,[\rho_f(0)-\rho_i(0)]\left(\langle r^2\rangle_A-\langle r^2\rangle_B\right). \tag{15}$$

The frequency difference between isotopes also contains mass shifts, which arise because the nucleus recoils. They are absent here and have to be accounted for before (15) can be used to infer a change of nuclear size.

For root-mean-square radii of 2.5 and 2.4 fm, the relative change of the mean-square radius is

$$1-\left(\frac{2.4}{2.5}\right)^2=1-0.9216=0.0784 .$$

The 1s levels of the one-electron ion then differ by $0.0784\times3.81\times10^{-7}=2.99\times10^{-8}$ hartree. The isotope with the larger nucleus has the higher level.

**(i) Apply the result to the beryllium atom and its doubly charged ion in the Hartree–Fock approximation. Show first that the formula may be used with the Hartree–Fock density.**

*Solution.* Multiply the perturbation by a parameter $\lambda$, so that $\lambda=0$ is the point nucleus and $\lambda=1$ the extended one. The Hartree–Fock energy is

$$E(\lambda)=\Big\langle\Phi_\lambda\Big|H_0+\lambda\sum_i\Delta V(r_i)\Big|\Phi_\lambda\Big\rangle ,$$

where $H_0$ is now the many-electron Hamiltonian with the point nucleus and $\Phi_\lambda$ is the normalized determinant that makes this expression stationary. Differentiation gives one term from the explicit $\lambda$ and others from the change of $\Phi_\lambda$. The latter vanish because the energy is stationary under every allowed variation of the orbitals. Thus

$$\left.\frac{dE}{d\lambda}\right|_{\lambda=0}=\Big\langle\Phi_0\Big|\sum_i\Delta V(r_i)\Big|\Phi_0\Big\rangle=\int\rho_{\rm HF}\,\Delta V\,d^3r .$$

This is equation (2) with the Hartree–Fock density. The relaxation of the orbitals, including the altered repulsion between electrons, enters the energy at second order in $\lambda$.

The atom has the configuration $1s^22s^2$ and the ion $1s^2$. Both were calculated by restricted Hartree–Fock with 26 s-type Gaussian functions. A Gaussian has zero slope at the origin, so a finite set of them cannot reproduce the cusp in (11). For the one-electron ion, this basis gives a density at the nucleus that is 0.07% below $Z^3/\pi$, which indicates the size of the basis error.

For the neutral atom the energy is $-14.573$ hartree and $\rho(0)=35.36$ bohr$^{-3}$. With the 2.5 fm nucleus,

$$\Delta E_{\rm Be}=\frac{2\pi}3\times4\times35.36\times2.2319\times10^{-9}=6.61\times10^{-7}\ \text{hartree},$$

or about 4350 MHz. For the doubly charged ion the energy is $-13.611$ hartree, the density is 34.33 bohr$^{-3}$, and the shift is $6.42\times10^{-7}$ hartree, or about 4220 MHz. The last digits carry the basis error: at the Hartree–Fock limit the densities are about 35.39 and 34.36 bohr$^{-3}$, and the shifts about $6.62\times10^{-7}$ hartree (4354 MHz) and $6.42\times10^{-7}$ hartree (4227 MHz). The difference of the two densities stays at 1.03 bohr$^{-3}$.

These are shifts of total energies. The energy needed to remove both outer electrons changes by the difference. The removed electrons, far away and at rest, have no density at the nucleus, so (14) applies with the ion as the final state. The density changes by $-1.03$ bohr$^{-3}$, and

$$\Delta(E_{{\rm Be}^{2+}}-E_{\rm Be})=\frac{2\pi}3\times4\times(-1.03)\times2.2319\times10^{-9}=-1.93\times10^{-8}\ \text{hartree},$$

or about $-127$ MHz. The double ionization energy is lowered because the neutral atom is raised more than the ion. Most of the shift of the total energy cancels in the difference, which makes the result more sensitive to errors in the two densities. Between the nuclei of 2.5 and 2.4 fm the field shift of this ionization energy differs by $0.0784\times(-126.7)\simeq-9.9$ MHz.

The formula was also compared with differences of self-consistent energies, calculated once with a point nucleus and once with a Gaussian nuclear charge. To make the difference easy to resolve, the root-mean-square radius was enlarged to $5\times10^{-4}$ bohr. For the atom the energy difference is $7.386\times10^{-5}$ hartree, while the formula gives $7.406\times10^{-5}$ hartree, a deviation of $-0.28\%$ relative to the formula. Here $Z$ times the root-mean-square radius is 0.20%, so a deviation of this order is expected from part (g). The number also contains the basis error, because the formula uses a $\rho(0)$ that is about 0.07% too low. For the one-electron ion with the same Gaussian nucleus, this basis gives $-0.28\%$ as well, while the deviation without basis error is $-0.35\%$. For the double ionization energy the two values are $-2.150\times10^{-6}$ and $-2.156\times10^{-6}$ hartree. This tests the use of the density difference in (14).

These comparisons test the field-shift formula within Hartree–Fock theory. They do not test the Hartree–Fock densities themselves: electron correlation and relativity are left out. Correlation changes each density by only about 0.1%, but in opposite directions for the atom and the ion. In a coupled-cluster calculation the density difference is about 5% smaller in magnitude, which moves the shift of the double ionization energy from $-127$ to roughly $-120$ MHz and the isotope difference from $-9.9$ to roughly $-9.4$ MHz.

**(j) Under what conditions does the formula fail or give only zero?**

*Solution.* Consider first a one-electron p level. Its wavefunction is proportional to $r$ near the origin, so $\rho(0)=0$ and (10) gives zero. The angular average of the density begins as $Cr^2$ with a constant $C$. Equation (12) with $k=2$ then gives the leading first-order shift

$$\Delta E_p=C\int r^2\,\Delta V\,d^3r=\frac\pi5\,Z\,C\,\langle r^4\rangle .$$

In the non-relativistic theory it is smaller than a typical s shift by a factor of order $(ZR)^2$. This estimate does not carry over to a $p_{1/2}$ level of the Dirac equation, whose small component behaves like an s function at the nucleus. The $2p_{1/2}$ shift of a light one-electron ion is about $3(Z\alpha)^2/16$ times the 2s shift, with $\alpha$ the fine-structure constant. In the example this ratio is $1.6\times10^{-4}$, against about $10^{-9}$ from the formula above. In a many-electron atom, however, a transition of a p electron can have a field shift of leading order, because the density of the inner s electrons can change as well.

A more serious limit comes from relativity. Near a point nucleus the radial Dirac equations for the large and small components $G$ and $F$ of an s electron reduce to

$$G'=\frac Gr+\frac{Z\alpha}rF,\qquad F'=-\frac Fr-\frac{Z\alpha}rG ,$$

where $\alpha$ is the fine-structure constant. Insert $G=ar^\gamma$ and $F=br^\gamma$:

$$(\gamma-1)\,a=Z\alpha\,b,\qquad(\gamma+1)\,b=-Z\alpha\,a .$$

Multiplying the two equations and dividing by $ab$ gives $\gamma^2-1=-(Z\alpha)^2$. The solution with the milder behaviour at the origin is $\gamma=\sqrt{1-(Z\alpha)^2}$. The density is proportional to $(G^2+F^2)/r^2$, that is, to $r^{2\gamma-2}$. Since $\gamma<1$, it diverges at the origin and $\rho(0)$ does not exist. The shift can still be estimated from

$$\int_0^Rr^2\,r^{2\gamma-2}\,\frac Zr\,dr=\frac{Z\,R^{2\gamma}}{2\gamma},$$

so it grows as $R^{2\gamma}$ instead of $R^2$. For heavy atoms the change is substantial, and the Dirac equation has to be solved with an extended nucleus.

For $Z=4$, $(Z\alpha)^2=8.5\times10^{-4}$ and $2\gamma-2\simeq-8.5\times10^{-4}$. Between the atomic distance $1/Z$ and the nuclear radius, the density is enhanced by roughly

$$(ZR)^{-(Z\alpha)^2}=e^{8.5\times10^{-4}\times8.3}\simeq1.007 .$$

This estimate of somewhat under one per cent exceeds the non-relativistic correction of 0.03% found in part (g). The third digit of the level shifts quoted above therefore belongs to the non-relativistic model. For the double ionization energy of part (i), electron correlation already changes the second digit.

Finally, the nucleus was taken to be a fixed, rigid and spherical charge. Recoil, polarization of the nucleus by the electrons and the angle-dependent field of a deformed nucleus are separate effects. The values used in the examples are collected in the numerical output.

## Numbers as computed

```
Profiles, lengths in a model unit b:
uniform ball: <r^2> = 0.600000 b^2, integral of DeltaV/Z = 1.256637 b^2
hollow ball: <r^2> = 0.714286 b^2, integral of DeltaV/Z = 1.495997 b^2
Gaussian: <r^2> = 1.500000 b^2, integral of DeltaV/Z = 3.141593 b^2
exponential: <r^2> = 12.000000 b^2, integral of DeltaV/Z = 25.132741 b^2
Fermi profile: <r^2> = 0.738174 b^2, integral of DeltaV/Z = 1.546029 b^2
Z = 4, (Z alpha)^2 = 8.520e-04
Bohr radius = 52917.721 fm
1 hartree / h = 6.579684e+09 MHz
chosen rms radii = 2.5 fm and 2.4 fm
first rms radius = 4.72432e-05 bohr, <r^2> = 2.23192e-09 bohr^2
uniform ball of this rms: radius = 6.09906e-05 bohr
relative change of <r^2> between radii = 0.0784
One-electron ion:
1s rho(0) = 20.37183 bohr^-3
1s shift = 3.80914e-07 hartree = 2506.29 MHz
2s shift = 4.76142e-08 hartree
1s isotope difference = 2.9864e-08 hartree
full solution / formula - 1, 1s: -3.0996e-04
same with doubled nuclear radius, 1s: -6.2019e-04
full solution / formula - 1, 2s: -3.0995e-04
first order with true 1s density / formula - 1: -2.0328e-04
-Z<r^3>/<r^2> for the ball: -2.0330e-04
Restricted Hartree-Fock, s-type Gaussian basis:
basis functions = 26
relative basis error of one-electron rho(0) = -7.09e-04
test rms radius = 5.0e-04 bohr
Be: energy = -14.57302 hartree, rho(0) = 35.363 bohr^-3
Be: test shift, SCF difference = 7.38565e-05 hartree
Be: test shift, formula = 7.40633e-05 hartree
Be: shift at 2.5 fm = 6.6121e-07 hartree = 4350.6 MHz
Be2+: energy = -13.61130 hartree, rho(0) = 34.333 bohr^-3
Be2+: test shift, SCF difference = 7.17064e-05 hartree
Be2+: test shift, formula = 7.19071e-05 hartree
Be2+: shift at 2.5 fm = 6.4196e-07 hartree = 4223.9 MHz
Double ionization energy, Be2+ minus Be:
change of rho(0) = -1.0295 bohr^-3
test shift, SCF difference = -2.1502e-06 hartree
test shift, formula = -2.1562e-06 hartree
shift at 2.5 fm = -1.925e-08 hartree = -126.7 MHz
isotope difference, 2.5 minus 2.4 fm = -9.93 MHz
```
